# Kernel-polynomial density of states with separate broadening, truncation and trace errors: test program

```python
"""Density of states of a vacancy-disordered honeycomb lattice by Chebyshev moments.

Result under test: the Lorentzian-broadened density of states per site and spin,
    rho(E) = Tr[(eta/pi) / ((E-H)^2 + eta^2)] / N,
equals -Im sum_m (2-delta_m0) w^m mu_m / (pi W s), where
    z = (E + i eta)/W, s = sqrt(z-1) sqrt(z+1), w = z - s,
    mu_m = Tr T_m(H/W) / N, W = 3 t bounds the spectrum, t = hopping.
Stopping after M moments costs at most 2|w|^M / (pi W |s| (1-|w|)).
R random-sign vectors add a zero-mean error with variance at most
    (2/(N R)) [ (rho/eta - d rho/d eta)/(2 pi) - rho^2 ].
Energies are in eV, lengths in angstrom.
"""
import numpy as np
import scipy.sparse as sp
from scipy.constants import physical_constants, hbar, e as charge
from scipy.optimize import brentq

HARTREE = physical_constants["Hartree energy in eV"][0]
hopping = 3.0
bond = 1.5
eta = 0.1
half_width = 3.0 * hopping
probe_energies = [0.0, 1.0, hopping]
rng = np.random.default_rng(20)


def honeycomb(cells, removed_per_sublattice):
    """Scaled Hamiltonian H/W on a periodic lattice with deleted sites."""
    count = cells * cells
    site = np.arange(count)
    i, j = np.divmod(site, cells)
    partners = np.concatenate([site, ((i - 1) % cells) * cells + j,
                               i * cells + (j - 1) % cells])
    values = np.full(3 * count, -hopping / half_width)
    upper = sp.coo_matrix((values, (np.tile(site, 3), count + partners)),
                          shape=(2 * count, 2 * count))
    matrix = (upper + upper.T).tocsr()
    keep = np.ones(2 * count, dtype=bool)
    for start in (0, count):
        gone = rng.choice(count, removed_per_sublattice, replace=False)
        keep[start + gone] = False
    kept = np.flatnonzero(keep)
    return matrix[kept][:, kept].tocsr()


def moments(h, vectors, order):
    """v.T_m(h).v for each column v; two moments per product with h."""
    result = np.empty((order, vectors.shape[1]))
    previous, current = vectors, h @ vectors
    result[0] = np.einsum("ij,ij->j", previous, previous)
    result[1] = np.einsum("ij,ij->j", previous, current)
    doubled = 2.0 * h
    for m in range(1, order // 2):
        result[2 * m] = (2 * np.einsum("ij,ij->j", current, current)
                         - result[0])
        following = doubled @ current
        following -= previous
        result[2 * m + 1] = (2 * np.einsum("ij,ij->j", following, current)
                             - result[1])
        previous, current = current, following
    return result


def random_moments(h, vector_count, order):
    size = h.shape[0]
    signs = rng.integers(0, 2, size=(size, vector_count)) * 2.0 - 1.0
    return moments(h, signs, order) / size


def complex_variables(energy, width):
    z = (energy + 1j * width) / half_width
    s = np.sqrt(z - 1) * np.sqrt(z + 1)
    return z, s, z - s


def series_terms(energy, width, order):
    z, s, w = complex_variables(energy, width)
    m = np.arange(order)
    terms = np.where(m == 0, 1.0, 2.0) * w ** m / s
    slopes = -terms * (m / s + z / s ** 2)
    return terms, slopes


def dos(mu, energy, width):
    terms, _ = series_terms(energy, width, len(mu))
    return -(terms.imag @ mu) / (np.pi * half_width)


def dos_width_slope(mu, energy, width):
    _, slopes = series_terms(energy, width, len(mu))
    return -((1j * slopes).imag @ mu) / (np.pi * half_width ** 2)


def truncation_bound(energy, width, order):
    _, s, w = complex_variables(energy, width)
    return (2 * abs(w) ** order
            / (np.pi * half_width * abs(s) * (1 - abs(w))))


def noise_bound(mu, energy, width, size, vector_count):
    rho = dos(mu, energy, width)
    square = (rho / width - dos_width_slope(mu, energy, width)) / (2 * np.pi)
    return np.sqrt(2 * (square - rho ** 2) / (size * vector_count))


def lorentzian(x, width):
    return width / np.pi / (x ** 2 + width ** 2)


def bloch_levels(cells):
    k = 2 * np.pi * np.arange(cells) / cells
    phase = np.exp(1j * k)
    return hopping * np.abs(1 + phase[:, None] + phase[None, :]).ravel()


def clean_dos(levels, energy, width):
    return 0.5 * np.mean(lorentzian(energy - levels, width)
                         + lorentzian(energy + levels, width))


def jackson_factors(order):
    m = np.arange(order)
    angle = np.pi / (order + 1)
    return ((order - m + 1) * np.cos(m * angle)
            + np.sin(m * angle) / np.tan(angle)) / (order + 1)


def jackson_dos(mu, energy):
    x = energy / half_width
    m = np.arange(len(mu))
    weights = np.where(m == 0, 1.0, 2.0) * jackson_factors(len(mu))
    total = np.sum(weights * mu * np.cos(m * np.arccos(x)))
    return total / (np.pi * half_width * np.sqrt(1 - x * x))


# Small vacancy lattice: diagonalization against moments and error formulas.
small = honeycomb(12, 4)
small_size = small.shape[0]
scaled_levels, states = np.linalg.eigh(small.toarray())
levels = half_width * scaled_levels
assert np.max(np.abs(scaled_levels)) <= 1 + 1e-12
small_mu = moments(small, np.eye(small_size), 2048).sum(axis=1) / small_size
small_errors = {}
for order in (128, 256, 512, 1024):
    errors = []
    for energy in np.linspace(-8, 8, 65):
        direct = np.mean(lorentzian(energy - levels, eta))
        error = abs(dos(small_mu[:order], energy, eta) - direct)
        assert error <= truncation_bound(energy, eta, order) + 1e-11
        errors.append(error)
    small_errors[order] = max(errors)

# A single level anywhere in the band shows how tight the bound is.
positions = np.linspace(-half_width, half_width, 3601)
polynomials = np.cos(np.outer(np.arange(512),
                              np.arccos(positions / half_width)))
tightness = []
for energy in probe_energies:
    gap = dos(polynomials, energy, eta) - lorentzian(energy - positions, eta)
    tightness.append(np.max(np.abs(gap)) / truncation_bound(energy, eta, 512))
assert min(tightness) > 0.3 and max(tightness) <= 1 + 1e-9

# Variance of the random trace: direct sampling against the matrix formula.
trial_count = 20000
trials = rng.integers(0, 2, size=(small_size, trial_count)) * 2.0 - 1.0
variance_ratios = []
for energy in probe_energies:
    weights = lorentzian(energy - levels, eta)
    operator = (states * weights) @ states.T
    samples = np.einsum("ij,ij->j", trials, operator @ trials) / small_size
    off_diagonal = np.sum(operator ** 2) - np.sum(np.diag(operator) ** 2)
    variance = 2 * off_diagonal / small_size ** 2
    variance_ratios.append(np.var(samples, ddof=1) / variance)
    assert abs(variance_ratios[-1] - 1) < 0.12
    assert (abs(np.mean(samples) - np.mean(weights))
            < 5 * np.sqrt(variance / trial_count))
    rho = dos(small_mu, energy, eta)
    square = (rho / eta - dos_width_slope(small_mu, energy, eta)) / (2 * np.pi)
    assert abs(square / np.mean(weights ** 2) - 1) < 1e-5
    assert (np.sqrt(variance)
            <= noise_bound(small_mu, energy, eta, small_size, 1) * (1 + 1e-6))

# Width of the Jackson kernel by Gauss-Chebyshev quadrature.
test_order = 256
nodes = np.cos(np.pi * (np.arange(1024) + 0.5) / 1024)
orders = np.arange(test_order)
factors = np.where(orders == 0, 1.0, 2.0) * jackson_factors(test_order)
for centre in (0.0, 1 / 3):
    kernel = (factors * np.cos(orders * np.arccos(centre))) @ np.cos(
        np.outer(orders, np.arccos(nodes)))
    spread = np.mean(kernel * (nodes - centre) ** 2)
    predicted = (np.pi / test_order) ** 2 * (1 - centre ** 2)
    assert abs(spread / predicted - 1) < 0.03

# Large clean lattice: stochastic series against Bloch energies.
cells, order, vector_count = 200, 1024, 6
scan = np.linspace(-8, 8, 33)
clean = honeycomb(cells, 0)
clean_mu = random_moments(clean, 2, order).mean(axis=1)
same_levels = bloch_levels(cells)
fine_levels = bloch_levels(800)
clean_deviations = []
for energy in scan:
    error = abs(dos(clean_mu, energy, eta)
                - clean_dos(same_levels, energy, eta))
    sigma = noise_bound(clean_mu, energy, eta, clean.shape[0], 2)
    assert error < 5 * sigma + truncation_bound(energy, eta, order)
    clean_deviations.append(error / sigma)
size_shift = max(abs(clean_dos(same_levels, energy, eta)
                     - clean_dos(fine_levels, energy, eta))
                 for energy in probe_energies)
assert size_shift < 1e-3

# Large vacancy lattice and a second, independent vacancy sample.
removed = int(round(0.04 * cells * cells))
sample = honeycomb(cells, removed)
size = sample.shape[0]
all_mu = random_moments(sample, vector_count, order)
mu = all_mu.mean(axis=1)
second_mu = random_moments(honeycomb(cells, removed), vector_count,
                           order).mean(axis=1)
scatter = np.mean([np.var(dos(all_mu, energy, eta), ddof=1)
                   / noise_bound(mu, energy, eta, size, 1) ** 2
                   for energy in scan])
assert 0.5 < scatter < 1.5

# Fixed physical width against a resolution set by the number of moments.
jackson_heights = {m: jackson_dos(mu[:m], 0.0) for m in (128, 256, 512, 1024)}
lorentz_heights = {m: dos(mu[:m], 0.0, eta) for m in (512, 1024)}
assert jackson_heights[1024] > 1.1 * jackson_heights[256]
assert (abs(lorentz_heights[1024] - lorentz_heights[512])
        <= truncation_bound(0.0, eta, 512) + truncation_bound(0.0, eta, 1024))

# Disorder-equivalent width from the height at the van Hove energy.
extra_widths = []
for width in (eta, 2 * eta):
    height = dos(mu, hopping, width)
    sigma = noise_bound(mu, hopping, width, size, vector_count)
    bound = truncation_bound(hopping, width, order)
    drop = clean_dos(fine_levels, hopping, width) - height
    assert drop > 5 * sigma + bound
    extra = brentq(lambda g: clean_dos(fine_levels, hopping, width + g)
                   - height, 0.0, 3.0, xtol=1e-7)
    step = 1e-3
    slope = (clean_dos(fine_levels, hopping, width + extra + step)
             - clean_dos(fine_levels, hopping, width + extra - step)) / (2 * step)
    extra_widths.append((width, extra, sigma / abs(slope), bound / abs(slope)))

peak = dos(mu, hopping, eta)
peak_sigma = noise_bound(mu, hopping, eta, size, vector_count)
simple_sigma = np.sqrt(peak / (np.pi * size * vector_count * eta))
assert abs(simple_sigma / peak_sigma - 1) < 0.2
_, _, ratio = complex_variables(0.0, eta)
needed = int(np.ceil(np.log(truncation_bound(0.0, eta, 0) / 1e-4)
                     / -np.log(abs(ratio))))
assert truncation_bound(0.0, eta, needed) <= 1e-4
assert truncation_bound(0.0, eta, needed - 1) > 1e-4
area = cells ** 2 * 1.5 * np.sqrt(3) * bond ** 2
vacancy_density = 2 * removed / area

print(f"hopping t = {hopping:.1f} eV, spectral bound W = {half_width:.1f} eV")
print(f"bond length = {bond:.1f} angstrom")
print(f"physical half-width eta = {eta:.3f} eV = {eta / HARTREE:.6f} hartree")
print(f"lifetime hbar/(2 eta) = {hbar / (2 * eta * charge) * 1e15:.3f} fs")
print(f"cells = {cells} x {cells}, vacancies = {2 * removed}, sites N = {size}")
print(f"vacancy density = {vacancy_density:.5f} per angstrom^2")
print(f"vacancy spacing = {vacancy_density ** -0.5:.2f} angstrom")
print(f"moments M = {order}, random vectors R = {vector_count}")
print(f"|w| at 0 eV = {abs(ratio):.6f}")
print(f"moments for bound 1e-4 per eV at 0 eV = {needed}")
print(f"small test lattice: sites = {small_size}")
for m, error in small_errors.items():
    limit = max(truncation_bound(x, eta, m) for x in np.linspace(-8, 8, 65))
    print(f"small, M={m}: largest error {error:.2e}, bound {limit:.2e} per eV")
print("single level, worst error/bound at 0, 1, 3 eV:",
      " ".join(f"{x:.3f}" for x in tightness))
print("sampled/predicted variance at 0, 1, 3 eV:",
      " ".join(f"{x:.3f}" for x in variance_ratios))
print(f"clean lattice, largest deviation = {max(clean_deviations):.2f} sigma")
print(f"clean lattice, shift from 200 to 800 cells = {size_shift:.2e} per eV")
print(f"vector scatter: variance/predicted bound = {scatter:.3f}")
for energy in probe_energies:
    print(f"E={energy:.1f} eV: rho = {dos(mu, energy, eta):.5f} per eV per site")
    print(f"  truncation bound = {truncation_bound(energy, eta, order):.2e} per eV")
    print(f"  stochastic sigma = "
          f"{noise_bound(mu, energy, eta, size, vector_count):.2e} per eV")
    print(f"  second sample rho = {dos(second_mu, energy, eta):.5f} per eV")
    print(f"  clean lattice rho = {clean_dos(fine_levels, energy, eta):.5f} per eV")
print(f"simple sigma estimate at 3 eV = {simple_sigma:.2e} per eV")
print(f"rho at 3 eV = {peak * HARTREE:.4f} per hartree per site")
for m, height in jackson_heights.items():
    print(f"Jackson M={m}: width {np.pi * half_width / m:.4f} eV, "
          f"rho(0) = {height:.5f} per eV")
for m, height in lorentz_heights.items():
    print(f"Lorentzian M={m}: rho(0) = {height:.5f} per eV, "
          f"bound {truncation_bound(0.0, eta, m):.2e}")
for width, extra, random_part, cut_part in extra_widths:
    print(f"eta={width:.1f} eV: disorder width Gamma = {extra:.4f} eV")
    print(f"  Gamma errors: stochastic {random_part:.4f} eV, "
          f"truncation {cut_part:.5f} eV")
print(f"Gamma at eta=0.1 eV = {extra_widths[0][1] / HARTREE:.6f} hartree")
print("done: every assertion held")
```

Printed output:

```
hopping t = 3.0 eV, spectral bound W = 9.0 eV
bond length = 1.5 angstrom
physical half-width eta = 0.100 eV = 0.003675 hartree
lifetime hbar/(2 eta) = 3.291 fs
cells = 200 x 200, vacancies = 3200, sites N = 76800
vacancy density = 0.01369 per angstrom^2
vacancy spacing = 8.55 angstrom
moments M = 1024, random vectors R = 6
|w| at 0 eV = 0.988951
moments for bound 1e-4 per eV at 0 eV = 997
small test lattice: sites = 280
small, M=128: largest error 6.38e-02, bound 1.54e+00 per eV
small, M=256: largest error 1.40e-02, bound 3.72e-01 per eV
small, M=512: largest error 6.72e-04, bound 2.17e-02 per eV
small, M=1024: largest error 1.66e-06, bound 7.33e-05 per eV
single level, worst error/bound at 0, 1, 3 eV: 0.503 0.502 0.498
sampled/predicted variance at 0, 1, 3 eV: 0.975 1.019 0.986
clean lattice, largest deviation = 2.25 sigma
clean lattice, shift from 200 to 800 cells = 6.16e-05 per eV
vector scatter: variance/predicted bound = 1.099
E=0.0 eV: rho = 0.04338 per eV per site
  truncation bound = 7.33e-05 per eV
  stochastic sigma = 6.53e-04 per eV
  second sample rho = 0.04281 per eV
  clean lattice rho = 0.00585 per eV
E=1.0 eV: rho = 0.02304 per eV per site
  truncation bound = 6.83e-05 per eV
  stochastic sigma = 3.73e-04 per eV
  second sample rho = 0.02381 per eV
  clean lattice rho = 0.02294 per eV
E=3.0 eV: rho = 0.10623 per eV per site
  truncation bound = 3.68e-05 per eV
  stochastic sigma = 8.85e-04 per eV
  second sample rho = 0.10431 per eV
  clean lattice rho = 0.12151 per eV
simple sigma estimate at 3 eV = 8.57e-04 per eV
rho at 3 eV = 2.8907 per hartree per site
Jackson M=128: width 0.2209 eV, rho(0) = 0.03320 per eV
Jackson M=256: width 0.1104 eV, rho(0) = 0.04617 per eV
Jackson M=512: width 0.0552 eV, rho(0) = 0.06975 per eV
Jackson M=1024: width 0.0276 eV, rho(0) = 0.11112 per eV
Lorentzian M=512: rho(0) = 0.04333 per eV, bound 2.17e-02
Lorentzian M=1024: rho(0) = 0.04338 per eV, bound 7.33e-05
eta=0.1 eV: disorder width Gamma = 0.0844 eV
  Gamma errors: stochastic 0.0066 eV, truncation 0.00027 eV
eta=0.2 eV: disorder width Gamma = 0.0863 eV
  Gamma errors: stochastic 0.0069 eV, truncation 0.00000 eV
Gamma at eta=0.1 eV = 0.003101 hartree
done: every assertion held
```
